**McWeeny purification of a dimerized chain: step count and truncation error**

The program tests that the number of purification steps grows as ln(W/Eg)/ln(3/2) at fixed accuracy, and that cutting every iterate to cell distance R gives a density-matrix error decaying as r^R and an energy error decaying as r^(2R), apart from powers of R. Here t1 > t2 > 0 are the hoppings inside and between cells, r = t2/t1, W = 2(t1+t2) is the full spectral width and Eg = 2(t1−t2) is the gap. Dense diagonalization of finite rings supplies the reference density matrices. The program asserts the step-count bounds, the asymptotic form of the density matrix, the decay bound on every uncut iterate, and the first-order rule for which errors purification keeps. For the cut runs it asserts the upper and lower error bounds, the conditions under which they hold, and decay rates within 15% of the predicted ones. The output shows 9 steps at Eg/W = 0.2 and 20 at 0.002, an increase of 11 against 11.36 from the logarithmic law. For t1 = 3 eV and t2 = 2 eV, the density-matrix error decays at 0.407 per cell and the energy error at 0.802, against predictions of 0.405 and 0.811.

## Numerical verification

```python
"""
Result under test: McWeeny purification X -> 3X^2 - 2X^3 of a dimerized ring.
  * steps to a fixed error grow as ln(W/Eg)/ln(3/2);
  * cutting all iterates to cell distance <= R gives a density-matrix error
    decaying as r^R and an energy error decaying as r^(2R), r = t2/t1.
Symbols: t1, t2 hoppings inside/between cells (eV), t1 > t2 > 0;
  W = 2(t1+t2) full spectral width, Eg = 2(t1-t2) gap, delta = Eg/W;
  P exact density matrix per spin (from diagonalization), X purified matrix;
  S = 1 - 2X, whose A-B block has Fourier symbol s(k);
  row error = Frobenius norm / sqrt(number of orbitals).
"""
import numpy as np

EPS = 1e-10          # target spectral-norm error of the density matrix
HALF_WIDTH = 5.0     # t1 + t2 in eV, common to all chains


def ring(t1, t2, cells):
    h = np.zeros((2 * cells, 2 * cells))
    for j in range(cells):
        a, b, b_left = 2 * j, 2 * j + 1, 2 * ((j - 1) % cells) + 1
        h[a, b] = h[b, a] = t1
        h[a, b_left] = h[b_left, a] = t2
    return h


def exact_density(h):
    _, vec = np.linalg.eigh(h)
    occ = vec[:, : len(h) // 2]
    return occ @ occ.T


def purify(x):
    x2 = x @ x
    return 3 * x2 - 2 * x2 @ x


def start(h):
    return 0.5 * (np.eye(len(h)) - h / HALF_WIDTH)


def spectral_norm(m):
    return np.max(np.abs(np.linalg.eigvalsh(0.5 * (m + m.T))))


def row_error(m):
    return np.linalg.norm(m) / np.sqrt(len(m))


def symbol(x):
    """Fourier symbol of the A-B block of S = 1 - 2X."""
    return np.fft.fft(-2 * x[0, 1::2])


def iterate_to_target(h, p):
    x, iterates = start(h), []
    iterates.append(x)
    while spectral_norm(x - p) > EPS:
        x = purify(x)
        iterates.append(x)
        assert len(iterates) < 60
    return iterates


def hoppings(delta):
    return 0.5 * HALF_WIDTH * (1 + delta), 0.5 * HALF_WIDTH * (1 - delta)


# ---------- main chain: convergence step by step ----------
cells = 200
t1, t2 = hoppings(0.2)
r = t2 / t1
H = ring(t1, t2, cells)
levels = np.linalg.eigvalsh(H)
gap = levels[cells] - levels[cells - 1]
width = levels[-1] - levels[0]
assert abs(gap - 2 * (t1 - t2)) < 1e-10 and abs(width - 2 * (t1 + t2)) < 1e-10
P = exact_density(H)
E_exact = 2 * np.sum(H * P) / cells
print(f"t1 = {t1:.3f} eV, t2 = {t2:.3f} eV, cells = {cells}")
print(f"gap = {gap:.4f} eV, width = {width:.4f} eV, gap/width = {gap/width:.4f}")
print(f"r = t2/t1 = {r:.5f}, decay length = {1/np.log(1/r):.4f} cells")
print(f"band energy = {E_exact:.8f} eV per cell (two spins)")
assert abs(np.log(1 / r) - 2 * np.arctanh(gap / width)) < 1e-10

iterates = iterate_to_target(H, P)
edge = gap / width
print(f"target error = {EPS:.1e}")
print("step, band-edge value x of |S|, spectral-norm error of X:")
for n, x in enumerate(iterates):
    err = spectral_norm(x - P)
    assert abs(err - 0.5 * (1 - edge)) < 1e-12
    print(f"  {n:2d}  {edge:.8f}  {err:.3e}")
    edge = edge * (3 - edge**2) / 2

# ---------- decay of the exact density matrix ----------
row = P[0, 1::2]
print("m, P(A0,Bm), ratio to asymptotic form:")
for m in (10, 30, -10, -30):
    k = abs(m)
    if m > 0:
        u_asym = (-r) ** k * np.sqrt((1 - r**2) / (np.pi * k))
    else:
        u_asym = -((-r) ** k) / (2 * np.sqrt(np.pi * (1 - r**2)) * k**1.5)
    ratio = row[m % cells] / (-0.5 * u_asym)
    if k == 30:
        assert abs(ratio - 1) < 0.05
    print(f"  {m:4d}  {row[m % cells]:.4e}  {ratio:.4f}")

# ---------- decay of every intermediate iterate ----------
m_signed = (np.arange(cells) + cells // 2) % cells - cells // 2
distance = np.abs(m_signed)
sign = (-1.0) ** distance
g_old = np.zeros(cells)
largest_fraction = 0.0
for x in iterates:
    coeff = np.abs(2 * x[0, 1::2])
    bound = 2 * r**distance / (1 - r**2)
    assert np.all(coeff <= bound + 1e-12)
    near = distance <= 40
    largest_fraction = max(largest_fraction, np.max((coeff / bound)[near]))
    g = sign * np.fft.ifft(symbol(x) / symbol(iterates[0])).real
    assert np.all(g >= g_old - 1e-12)
    assert np.all(g <= r**distance / (1 - r) + 1e-12)
    g_old = g
print(f"largest |s_nm| / bound, |m| <= 40: {largest_fraction:.4f}")

# ---------- which errors purification keeps ----------
small_P = exact_density(ring(t1, t2, 20))
small_Q = np.eye(40) - small_P
V = np.random.default_rng(1).normal(size=(40, 40))
V = V + V.T
V /= spectral_norm(V)
step = 1e-4
derivative = (purify(small_P + step * V) - purify(small_P - step * V)) / (2 * step)
kept = small_P @ V @ small_Q + small_Q @ V @ small_P
assert spectral_norm(derivative - kept) < 1e-6
print(f"derivative minus (PVQ+QVP), norm = {spectral_norm(derivative-kept):.1e}")


# ---------- purification with every iterate cut to range R ----------
def cut_study(delta, ranges):
    a, b = hoppings(delta)
    q = b / a
    h = ring(a, b, cells)
    p = exact_density(h)
    n_steps = len(iterate_to_target(h, p)) - 1
    eg, w = 2 * (a - b), 2 * (a + b)
    cell = np.arange(2 * cells) // 2
    diff = cell[None, :] - cell[:, None]
    dist = np.abs((diff + cells // 2) % cells - cells // 2)
    u = symbol(p)
    print(f"cut runs: gap = {eg:.3f} eV, steps = {n_steps}, "
          f"decay length = {1/np.log(1/q):.4f} cells")
    print("R (cells), tail of P, row error of X, energy error (eV/cell):")
    errors, energies = [], []
    for R in ranges:
        mask = dist <= R
        x = start(h)
        for _ in range(n_steps):
            previous = x
            assert np.max(np.abs(symbol(x))) <= np.sqrt(2)
            full = purify(x)
            x = full * mask
        assert np.min((np.conj(u) * symbol(previous)).real) >= 0.5
        tail = row_error(p * ~mask)
        err = row_error(x - p)
        tail_const = 2 * np.sqrt(2) / (1 - q**2) ** 1.5
        upper = (1.5**n_steps - 1) * tail_const * q ** (R + 1) + EPS
        assert tail <= err * (1 + 1e-9) and err <= upper
        dE = 2 * np.sum(h * (x - p)) / cells
        dE_uncut = 2 * np.sum(h * (full - p)) / cells
        assert abs(dE - dE_uncut) < 1e-13
        d_prev = row_error(previous - p)
        assert eg * d_prev**2 <= dE <= 8 * w * d_prev**2
        errors.append(err)
        energies.append(dE)
        print(f"  {R:3d}  {tail:.3e}  {err:.3e}  {dE:.3e}")
    span = ranges[-1] - ranges[1]
    power = np.log(ranges[-1] / ranges[1])
    # the known algebraic factors R^(-1/2) and R^(-1) are divided out
    rate_p = (np.log(errors[1] / errors[-1]) - 0.5 * power) / span
    rate_e = (np.log(energies[1] / energies[-1]) - power) / span
    print(f"  rates per cell: matrix {rate_p:.4f}, energy {rate_e:.4f}, "
          f"ln(1/r) = {np.log(1/q):.4f}")
    assert abs(rate_p / np.log(1 / q) - 1) < 0.15
    assert abs(rate_e / (2 * np.log(1 / q)) - 1) < 0.15


cut_study(0.2, (6, 12, 18, 24))
cut_study(0.1, (12, 24, 36, 48))

# ---------- iteration count against gap at fixed width ----------
print("gap/width, counted steps, lower bound, upper bound:")
deltas, counts = (0.2, 0.05, 0.01, 0.002), []
for delta in deltas:
    h = ring(*hoppings(delta), 60)
    count = len(iterate_to_target(h, exact_density(h))) - 1
    lower = np.log((1 - 2 * EPS) / delta) / np.log(1.5)
    upper = (2 + np.log(0.61 / delta) / np.log(1.5)
             + np.log2(np.log(1 / (2 * EPS)) / np.log(4 / 3)))
    assert lower <= count <= upper
    counts.append(count)
    print(f"  {delta:.3f}  {count:3d}  {lower:.2f}  {upper:.2f}")
growth = np.log(deltas[0] / deltas[-1]) / np.log(1.5)
assert abs(counts[-1] - counts[0] - growth) < 1.5
print(f"extra steps, largest to smallest gap: {counts[-1]-counts[0]}, "
      f"logarithmic law {growth:.2f}")

print("no test failed")
```

It prints:

```
t1 = 3.000 eV, t2 = 2.000 eV, cells = 200
gap = 2.0000 eV, width = 10.0000 eV, gap/width = 0.2000
r = t2/t1 = 0.66667, decay length = 2.4663 cells
band energy = -6.68770489 eV per cell (two spins)
target error = 1.0e-10
step, band-edge value x of |S|, spectral-norm error of X:
   0  0.20000000  4.000e-01
   1  0.29600000  3.520e-01
   2  0.43103283  2.845e-01
   3  0.60650860  1.967e-01
   4  0.79821000  1.009e-01
   5  0.94302956  2.849e-02
   6  0.99522401  2.388e-03
   7  0.99996584  1.708e-05
   8  1.00000000  8.752e-10
   9  1.00000000  5.277e-15
m, P(A0,Bm), ratio to asymptotic form:
    10  -1.1589e-03  1.0051
    30  -2.0064e-07  1.0022
   -10  1.0262e-04  0.9889
   -30  5.9698e-09  0.9940
largest |s_nm| / bound, |m| <= 40: 0.2437
derivative minus (PVQ+QVP), norm = 2.0e-08
cut runs: gap = 2.000 eV, steps = 9, decay length = 2.4663 cells
R (cells), tail of P, row error of X, energy error (eV/cell):
    6  6.044e-03  7.365e-03  5.001e-04
   12  3.939e-04  4.665e-04  2.213e-06
   18  2.876e-05  3.323e-05  1.214e-08
   24  2.208e-06  2.500e-06  7.306e-11
  rates per cell: matrix 0.4069, energy 0.8021, ln(1/r) = 0.4055
cut runs: gap = 1.000 eV, steps = 10, decay length = 4.9833 cells
R (cells), tail of P, row error of X, energy error (eV/cell):
   12  5.565e-03  6.948e-03  2.728e-04
   24  3.661e-04  4.380e-04  1.224e-06
   36  2.724e-05  3.152e-05  6.871e-09
   48  2.137e-06  2.405e-06  4.244e-11
  rates per cell: matrix 0.2024, energy 0.3990, ln(1/r) = 0.2007
gap/width, counted steps, lower bound, upper bound:
  0.200    9  3.97  11.03
  0.050   12  7.39  14.45
  0.010   16  11.36  18.42
  0.002   20  15.33  22.39
extra steps, largest to smallest gap: 11, logarithmic law 11.36
no test failed
```
